# Rock-salt Madelung constant: Evjen cubes, Ewald summation and expanding spheres: test program

```python
# Result under test: the rock-salt Madelung constant
#   M = - sum' (-1)^(i+j+k) / r,   r = sqrt(i^2+j^2+k^2), origin omitted,
# is obtained from Evjen's neutral cubes and from Ewald's formula, whereas
# partial sums over complete expanding spheres do not converge.
# Lengths are in units of the nearest-neighbour distance d; alpha is the
# Ewald splitting parameter in units of 1/d; N is the cube half-side;
# r3[n] counts lattice sites at squared distance n; S is the sphere sum
# and Q the net charge of the sphere in units of e.
import numpy as np
from scipy.special import erfc
from scipy.integrate import quad
from scipy.constants import e, epsilon_0, pi


def evjen(N):
    """Madelung sum and net charge of the weighted cube of half-side N."""
    i = np.arange(-N, N + 1)
    c = 1.0 - 2.0 * (i % 2)
    c[0] *= 0.5
    c[-1] *= 0.5
    charge = c[:, None, None] * c[None, :, None] * c[None, None, :]
    s = (i * i).astype(float)
    r = np.sqrt(s[:, None, None] + s[None, :, None] + s[None, None, :])
    r[N, N, N] = np.inf
    return -np.sum(charge / r), np.sum(charge)


def ewald(alpha):
    """Self, direct-space and reciprocal-space parts of M."""
    i = np.arange(-9, 10)
    x, y, z = np.meshgrid(i, i, i, indexing="ij")
    n = (x * x + y * y + z * z).ravel()
    sign = 1.0 - 2.0 * (n % 2)
    keep = n > 0
    r = np.sqrt(n[keep])
    direct = -np.sum(sign[keep] * erfc(alpha * r) / r)
    odd = pi * np.arange(-15, 16, 2)
    kx, ky, kz = np.meshgrid(odd, odd, odd, indexing="ij")
    k2 = kx**2 + ky**2 + kz**2
    recip = -4 * pi * np.sum(np.exp(-k2 / (4 * alpha**2)) / k2)
    return 2 * alpha / np.sqrt(pi), direct, recip


# Ewald value: independence of the splitting parameter
alphas = [1.0, 1.5, 2.0, 2.5]
ewald_values = [sum(ewald(a)) for a in alphas]
M = ewald_values[2]
assert np.ptp(ewald_values) < 1e-11

# Poisson summation of the alternating Gaussian sum
j = np.arange(-40, 41)
for t in (0.6, 1.0, 2.0):
    left = np.sum((1.0 - 2.0 * (j % 2)) * np.exp(-(t * j)**2))
    right = np.sqrt(pi) / t * np.sum(np.exp(-(pi * (j + 0.5) / t)**2))
    assert abs(left - right) < 1e-12

# Integral over the Gaussian parameter for one reciprocal vector
k2_test, a_test = 3 * pi**2, 2.0
value = quad(lambda t: 2 * pi * t**-3 * np.exp(-k2_test / (4 * t * t)),
             0, a_test)[0]
closed = 4 * pi * np.exp(-k2_test / (4 * a_test**2)) / k2_test
assert abs(value - closed) < 1e-8
# Gaussian representation of the triple derivative of 1/r
r_test = 1.7
value = quad(lambda t: 16 / np.sqrt(pi) * t**6 * np.exp(-(r_test * t)**2),
             0, np.inf)[0]
assert abs(value - 15 / r_test**7) < 1e-7

# Corner sum of a unit cell against the volume integral
g, wg = np.polynomial.legendre.leggauss(24)
g, wg = (g + 1) / 2, wg / 2
W = wg[:, None, None] * wg[None, :, None] * wg[None, None, :]
cell_values = []
for a, b, c in [(0, 0, 1), (1, 0, 2), (2, 3, 1)]:
    corner = 0.0
    for u in (a, a + 1):
        for v in (b, b + 1):
            for w in (c, c + 1):
                corner += (-1)**(u + v + w) / np.sqrt(u*u + v*v + w*w) / 8
    X = (a + g)[:, None, None]
    Y = (b + g)[None, :, None]
    Z = (c + g)[None, None, :]
    integral = np.sum(W * 15 * X * Y * Z / (X*X + Y*Y + Z*Z)**3.5)
    assert abs(corner - (-1)**(a + b + c) * integral / 8) < 1e-10
    cell_values.append(((a, b, c), corner))

# Angular integral of n_x n_y n_z over one octant
theta, phi = g[:, None] * pi / 2, g[None, :] * pi / 2
wa = wg[:, None] * wg[None, :] * (pi / 2)**2
nxyz = np.sin(theta)**2 * np.cos(theta) * np.cos(phi) * np.sin(phi)
octant = np.sum(wa * nxyz * np.sin(theta))
assert abs(octant - 1 / 8) < 1e-12

# Evjen cubes: neutrality, rigorous bound, limit and observed decay
sizes = [1, 2, 3, 4, 8, 16, 32, 60]
cubes = {}
for N in sizes:
    cubes[N], net = evjen(N)
    assert abs(net) < 1e-9
    assert abs(cubes[N] - M) <= 15 / (8 * N)
assert abs(cubes[60] - M) < 1e-8
scaled = {N: N**4 * abs(cubes[N] - M) for N in (8, 16, 32)}
assert abs(scaled[32] / scaled[16] - 1) < 0.05

# Site counts on spherical shells up to radius 200
Rmax = 200
nmax = Rmax**2
r1 = np.zeros(nmax + 1, dtype=np.int64)
r1[0] = 1
r1[np.arange(1, Rmax + 1)**2] = 2


def add_dimension(counts):
    out = counts.copy()
    for m in range(1, Rmax + 1):
        out[m * m:] += 2 * counts[:nmax + 1 - m * m]
    return out


r3 = add_dimension(add_dimension(r1))
i = np.arange(-12, 13)
brute = (i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2)
assert np.array_equal(np.bincount(brute.ravel())[:145], r3[:145])

n = np.arange(nmax + 1)
root = np.sqrt(n)
sign = 1 - 2 * (n % 2)
jump = np.zeros(nmax + 1)
jump[1:] = r3[1:] / root[1:]
S = -np.cumsum(sign * jump)
Q = np.cumsum(sign * r3)
corrected = np.full(nmax + 1, np.nan)
corrected[1:] = S[1:] + Q[1:] / root[1:]
mean_ratio = r3[1:].sum() / root[1:].sum()
assert abs(mean_ratio / (2 * pi) - 1) < 0.01

windows = []
for lo, hi in [(25, 50), (50, 100), (100, 200)]:
    sl = slice(lo**2, hi**2 + 1)
    big = lo**2 + int(np.argmax(jump[sl]))
    raw_dev = np.max(np.abs(S[sl] - M))
    cor_dev = np.max(np.abs(corrected[sl] - M))
    assert jump[big] > 2 * pi
    assert cor_dev < 0.05 * raw_dev
    windows.append((lo, hi, S[sl].min(), S[sl].max(), big, jump[big],
                    cor_dev))
assert windows[2][6] < windows[0][6]

# Six shell terms of the Ewald sum at alpha = 2
alpha = 2.0
direct_terms = [(m, -(-1)**m * r3[m] * erfc(alpha * np.sqrt(m)) / np.sqrt(m))
                for m in (1, 2, 3)]
odd = np.arange(-5, 6, 2)
q2 = (odd[:, None, None]**2 + odd[None, :, None]**2
      + odd[None, None, :]**2).ravel()
recip_terms = []
for m in (3, 11, 19):
    number = int(np.sum(q2 == m))
    k2 = m * pi**2
    recip_terms.append((m, number, -4 * pi * number
                        * np.exp(-k2 / (4 * alpha**2)) / k2))
self_part, direct_part, recip_part = ewald(alpha)
six_terms = (self_part + sum(x[1] for x in direct_terms)
             + sum(x[2] for x in recip_terms))
assert abs(six_terms - M) < 1e-6

# SI example: explicit ions around a positive and around a negative ion
d = 0.28e-9
V_formula = -M * e / (4 * pi * epsilon_0 * d)
U_formula = -M * e**2 / (4 * pi * epsilon_0 * d)


def site_potential(centre, N=12):
    total = 0.0
    for a in range(-N, N + 1):
        for b in range(-N, N + 1):
            for c in range(-N, N + 1):
                if a == b == c == 0:
                    continue
                ends = (abs(a) == N) + (abs(b) == N) + (abs(c) == N)
                charge = e * (-1)**((centre + a + b + c) % 2) / 2**ends
                dist = d * (a * a + b * b + c * c)**0.5
                total += charge / (4 * pi * epsilon_0 * dist)
    return total


V_plus, V_minus = site_potential(0), site_potential(1)
U_explicit = 0.5 * (e * V_plus - e * V_minus)
assert abs(V_plus / V_formula - 1) < 1e-5
assert abs(U_explicit / U_formula - 1) < 1e-5

print("Madelung constant M, Ewald (dimensionless):", f"{M:.10f}")
for a, v in zip(alphas, ewald_values):
    print(f"Ewald, alpha*d = {a:.1f}: M = {v:.10f}")
for N in sizes:
    print(f"Evjen N = {N:2d}: M_N = {cubes[N]:.9f}, "
          f"M_N - M = {cubes[N] - M:.2e}, bound = {15 / (8 * N):.4f}")
for N, v in scaled.items():
    print(f"N^4 |M_N - M| at N = {N}: {v:.5f}")
for cell, v in cell_values:
    print(f"corner sum of cell {cell}: {v:.8f}")
print(f"alpha*d = 2: self {self_part:.8f}, direct {direct_part:.8f}, "
      f"reciprocal {recip_part:.8f}")
for m, v in direct_terms:
    print(f"direct shell r^2 = {m}: {r3[m]} sites, term {v:.8f}")
for m, number, v in recip_terms:
    print(f"reciprocal shell k^2/pi^2 = {m}: {number} vectors, term {v:.8f}")
print(f"M from self part and these six shells: {six_terms:.8f}")
for m in (1, 2, 3, 4, 5, 6, 100, 2500, 10000, 40000):
    print(f"sphere R^2 = {m}: S = {S[m]:.4f}, Q = {Q[m]} e, "
          f"S + Q/R = {corrected[m]:.4f}")
for lo, hi, smin, smax, big, step, dev in windows:
    print(f"R {lo}-{hi}: S from {smin:.3f} to {smax:.3f}, "
          f"top jump {step:.3f} at R^2 = {big}, "
          f"max |S+Q/R-M| = {dev:.4f}")
print(f"sum r3 / sum sqrt(n), R = {Rmax}: {mean_ratio:.5f}; "
      f"2 pi = {2 * pi:.5f}")
print(f"model distance d = {d * 1e9:.2f} nm")
print(f"potential at positive ion: {V_formula:.4f} V")
print(f"energy per ion pair: {U_formula:.4e} J = {U_formula / e:.4f} eV")
print("checks complete")
```

Running it gives:

```
Madelung constant M, Ewald (dimensionless): 1.7475645946
Ewald, alpha*d = 1.0: M = 1.7475645946
Ewald, alpha*d = 1.5: M = 1.7475645946
Ewald, alpha*d = 2.0: M = 1.7475645946
Ewald, alpha*d = 2.5: M = 1.7475645946
Evjen N =  1: M_N = 1.456029926, M_N - M = -2.92e-01, bound = 1.8750
Evjen N =  2: M_N = 1.751769133, M_N - M = 4.20e-03, bound = 0.9375
Evjen N =  3: M_N = 1.747041565, M_N - M = -5.23e-04, bound = 0.6250
Evjen N =  4: M_N = 1.747721110, M_N - M = 1.57e-04, bound = 0.4688
Evjen N =  8: M_N = 1.747574382, M_N - M = 9.79e-06, bound = 0.2344
Evjen N = 16: M_N = 1.747565206, M_N - M = 6.12e-07, bound = 0.1172
Evjen N = 32: M_N = 1.747564633, M_N - M = 3.82e-08, bound = 0.0586
Evjen N = 60: M_N = 1.747564598, M_N - M = 3.09e-09, bound = 0.0312
N^4 |M_N - M| at N = 8: 0.04009
N^4 |M_N - M| at N = 16: 0.04009
N^4 |M_N - M| at N = 32: 0.04009
corner sum of cell (0, 0, 1): -0.01866445
corner sum of cell (1, 0, 2): -0.00176471
corner sum of cell (2, 3, 1): 0.00060471
alpha*d = 2: self 2.25675833, direct 0.02753334, reciprocal -0.53672708
direct shell r^2 = 1: 6 sites, term 0.02806641
direct shell r^2 = 2: 12 sites, term -0.00053748
direct shell r^2 = 3: 8 sites, term 0.00000445
reciprocal shell k^2/pi^2 = 3: 8 vectors, term -0.53357422
reciprocal shell k^2/pi^2 = 11: 24 vectors, term -0.00313969
reciprocal shell k^2/pi^2 = 19: 24 vectors, term -0.00001307
M from self part and these six shells: 1.74756473
sphere R^2 = 1: S = 6.0000, Q = -5 e, S + Q/R = 1.0000
sphere R^2 = 2: S = -2.4853, Q = 7 e, S + Q/R = 2.4645
sphere R^2 = 3: S = 2.1335, Q = -1 e, S + Q/R = 1.5562
sphere R^2 = 4: S = -0.8665, Q = 5 e, S + Q/R = 1.6335
sphere R^2 = 5: S = 9.8666, Q = -19 e, S + Q/R = 1.3696
sphere R^2 = 6: S = 0.0687, Q = 5 e, S + Q/R = 2.1099
sphere R^2 = 100: S = -6.0350, Q = 77 e, S + Q/R = 1.6650
sphere R^2 = 2500: S = 5.3325, Q = -179 e, S + Q/R = 1.7525
sphere R^2 = 10000: S = -3.4700, Q = 521 e, S + Q/R = 1.7400
sphere R^2 = 40000: S = 0.4036, Q = 269 e, S + Q/R = 1.7486
R 25-50: S from -16.759 to 23.316, top jump 20.229 at R^2 = 2141, max |S+Q/R-M| = 0.0404
R 50-100: S from -23.874 to 26.833, top jump 21.522 at R^2 = 8774, max |S+Q/R-M| = 0.0219
R 100-200: S from -29.462 to 30.563, top jump 23.550 at R^2 = 30014, max |S+Q/R-M| = 0.0101
sum r3 / sum sqrt(n), R = 200: 6.28261; 2 pi = 6.28319
model distance d = 0.28 nm
potential at positive ion: -8.9873 V
energy per ion pair: -1.4399e-18 J = -8.9873 eV
checks complete
```
